# Stokes shift in the displaced-oscillator model: band means versus band maxima, part 2

The belief under test is that the Stokes shift, the distance between the absorption and emission maxima, equals $2S\hbar\omega$ exactly, as the vertical arrows of the configuration-coordinate diagram suggest. One mode has the same harmonic frequency $\omega$ in both electronic states, with minima displaced by $\Delta Q$ in the mass-weighted coordinate $Q$; the transition dipole does not depend on $Q$ (Condon approximation). With $q=Q\sqrt{\omega/\hbar}$, $d=\Delta Q\sqrt{\omega/\hbar}$, Huang–Rhys factor $S=d^2/2$ and zero-phonon energy $E_0$, the gap operator is

$$V=H_e-H_g=E_0+\hbar\omega\,(S-dq).$$

The lineshape has the smooth powers of the photon energy divided out. With $x=(E-E_0)/\hbar\omega$ in absorption and $x=(E_0-E)/\hbar\omega$ in emission, both bands are the same function $F(x)$, mirror images about $E_0$. Closure gives $\langle E\rangle=\langle V\rangle$, averaged over the initial thermal state, so the means are $E_0\pm S\hbar\omega$ at every temperature.

At $T=0$ the unbroadened lines at $x=n$ have weights $P_n=e^{-S}S^n/n!$. For non-integer $S$ the strongest is $n^*=\lfloor S\rfloor$, and

$$\Delta_{\rm lines}=2\lfloor S\rfloor\,\hbar\omega,\qquad (2S-2)\hbar\omega<\Delta_{\rm lines}<2S\hbar\omega .$$

Each line is then broadened into a Gaussian of standard deviation $\sigma=s\hbar\omega$. With $\bar n$ the mean thermal phonon number, the band's Fourier transform $G(\theta)$ obeys

$$\ln G=iS\sin\theta+S(2\bar n+1)(\cos\theta-1)-s^2\theta^2/2.$$

Its cumulants, defined by $\ln G=\sum_k\kappa_k(i\theta)^k/k!$, are

$$\kappa_1=\kappa_3=\kappa_5=\dots=S,\qquad \kappa_2=S(2\bar n+1)+s^2,\qquad \kappa_4=\kappa_6=\dots=S(2\bar n+1).$$

The recurrence of $G$ at $\theta=2\pi$, of height $e^{-2\pi^2s^2}$, carries the surviving line structure.

For narrow lines at $T=0$, the maximum at $x=n^*+\delta$ satisfies

$$-\delta+(1-\delta)A\epsilon\,e^{\delta/s^2}-(1+\delta)B\epsilon\,e^{-\delta/s^2}=0 ,$$

with $A=S/(n^*+1)$, $B=n^*/S$ and $\epsilon=e^{-1/2s^2}$. The leading solution is $\delta\approx(A-B)\epsilon$, enlarged by the factor $1/[1-\epsilon(A+B)(s^{-2}-1)]$ when $s<1$.

## Merged lines

When the recurrences are negligible, only the region near $\theta=0$ contributes to $F(x)=\frac1{2\pi}\int d\theta\,e^{-ix\theta}G(\theta)$. Put $u=x-S$, keep $\kappa_2$ in the exponent and $\kappa_3$ to first order:

$$F\approx\frac1{2\pi}\int d\theta\,e^{-iu\theta}e^{-\kappa_2\theta^2/2}\Big[1+\frac{\kappa_3}{6}(i\theta)^3\Big]=\varphi(u)-\frac{\kappa_3}{6}\varphi'''(u).$$

Here $\varphi\propto e^{-u^2/2\kappa_2}$, and the minus sign arises because each $d/du$ brings down $-i\theta$, so that $(i\theta)^3$ acts as $-d^3/du^3$. Near the top $\varphi'\approx-u\varphi(0)/\kappa_2$. The series $\varphi/\varphi(0)=1-u^2/2\kappa_2+u^4/8\kappa_2^2-\dots$ gives $\varphi''''(0)=24\varphi(0)/8\kappa_2^2=3\varphi(0)/\kappa_2^2$. Setting $F'=\varphi'-\kappa_3\varphi''''/6=0$,

$$-\frac{u}{\kappa_2}-\frac{\kappa_3}{2\kappa_2^2}=0\quad\Rightarrow\quad u=-\frac{\kappa_3}{2\kappa_2}.$$

With the recurrences dropped, each maximum lies on the zero-phonon side of its mean, and to leading order in $1/\kappa_2$

$$\Delta_{\max}\approx\Big[2S-\frac{S}{S(2\bar n+1)+s^2}\Big]\hbar\omega .$$

The order of the dropped terms follows from scaling. The integrand is confined to $\theta\sim\kappa_2^{-1/2}$, and every $\kappa_k\le\kappa_2$ for $k\ge3$, so the $k$-th term is at most of order $\kappa_2^{1-k/2}$. Terms even in $\theta$, such as $\kappa_4$ and $\kappa_3^2$, are symmetric in $u$ and cannot move the maximum alone. The next odd ones are $\kappa_5$, $\kappa_3\kappa_4$ and $\kappa_3^3$, each at most of order $S\kappa_2^{-5/2}$, against $S\kappa_2^{-3/2}$ for the term kept. The deficit $S/\kappa_2$ is therefore uncertain by a relative amount of order $1/\kappa_2$, provided the recurrences can be dropped. Near $\theta=2\pi+\eta$ the integrand is, to second order in $\eta$, $e^{-2\pi ix}\exp[-2\pi^2s^2-(iu+2\pi s^2)\eta-\kappa_2\eta^2/2]$. Its Gaussian integral, together with the conjugate one from $\theta=-2\pi$, multiplies the band by roughly $1+2e^{-2\pi^2s^2(1-s^2/\kappa_2)}\cos(2\pi x-2\pi s^2u/\kappa_2)$, an estimate that needs $s^2$ small against $\kappa_2$. The slope of this ripple, set against the curvature $1/\kappa_2$ of the top, moves each maximum by up to about $4\pi(\kappa_2-s^2)\,e^{-2\pi^2s^2(1-s^2/\kappa_2)}$, as long as this is a small fraction of a quantum. At fixed $s$ this estimate grows with $\kappa_2$ once $\kappa_2>2\pi^2s^4$. When the ripple's own curvature is well above that of the top, separate maxima reappear near integer $x$. The highest one is then the one nearest the smooth maximum, so the shift lies between zero and half a quantum, depending on where the smooth maximum falls between two integers. The truncation error, of order $S/\kappa_2^2\le1/\kappa_2$, tends to zero at large $\kappa_2$, so the ripple eventually becomes the larger error. Below, lines are called merged only when the ripple shift is small against $S/2\kappa_2$, the displacement of each maximum from its mean.

At low temperature with $s^2\ll S$, yet $s$ large enough to merge the lines, $\kappa_2\to S$ and $\Delta_{\max}\to(2S-1)\hbar\omega$. For $S=20$, $s=0.8$, $T=0$ the located maxima differ by $39.03\,\hbar\omega$, against $2S-1=39$ and $2S=40$. For merged lines with both $\kappa_2\gg S$ and $\kappa_2\gg1$, reached by heating or by wide broadening, the deficit is small against one quantum and against $2S$, and the belief becomes true. The condition $s^2\gg S$ alone is not enough: for $S\ll1$ the equation of the previous section, with $A=S$ and $B=0$, gives $\Delta_{\max}\approx2S\epsilon\,\hbar\omega$ to first order in $S$, and at $s=0.8$ the factor $\epsilon=e^{-1/1.28}$ is only $0.46$. The heated case is the limit the diagram depicts: a classical Gaussian distribution of $q$, mapped through the linear $V(q)$, gives a Gaussian band whose top is its mean. Relative to $2S\hbar\omega$ the deficit is $1/2\kappa_2$, so the rule also becomes accurate in relative terms at large $S$, while for merged lines with $s^2\ll S$ the absolute deficit stays near one quantum at low temperature.

## Numbers

Take round model parameters $E_0=2000$ meV, $\hbar\omega=50$ meV and $\Delta Q=0.8$ amu$^{1/2}$Å. Writing $S=\hbar\omega\,\Delta Q^2/2\hbar^2$ with $\hbar^2/(\text{amu Å}^2)=4.1802$ meV,

$$S=\frac{50\times0.64}{2\times4.1802}=3.8276,\qquad S\hbar\omega=191.38\ \text{meV}.$$

The reference values below come from diagonalising both wells on a grid and locating the maxima numerically; the numerical check asserts the weights, the first three cumulants, $G(\theta)$ and the peak formulas against them.

The means are 2191.4 and 1808.6 meV at 0, 300 and 1000 K alike, a gap of 382.8 meV (3087 cm$^{-1}$). The weights $P_2$ to $P_5$ are 0.1594, 0.2034, 0.1946 and 0.1490. The strongest lines, $n=3$, lie at 2150 and 1850 meV, $2\times3\times50=300$ meV (2420 cm$^{-1}$) apart; neither 382.8 meV nor $(2S-1)\hbar\omega=332.8$ meV describes them. With $\sigma=15$ meV the band keeps separate maxima and each top one is pulled outward by 0.036 meV, against 0.0335 meV from $(A-B)\epsilon\,\hbar\omega$; the excess has the sign derived above. With $\sigma=40$ meV there is one maximum, $\kappa_2=3.828+0.64=4.468$, and

$$\Delta_{\max}\approx382.8-50\times\frac{3.828}{4.468}=339.9\ \text{meV},$$

against 338.9 meV (2733 cm$^{-1}$) found numerically. The merged cases, in meV:

| $T$ (K), $\sigma$ | $\kappa_2$ | located | formula |
|---|---|---|---|
| 0, 40 | 4.47 | 338.9 | 339.9 |
| 300, 40 | 5.76 | 347.9 | 349.5 |
| 1000, 40 | 14.20 | 368.8 | 369.3 |
| 0, 200 | 19.83 | 373.2 | 373.1 |

In these merged cases the maxima move apart on heating although $S$, $\omega$ and the means are fixed. Resolved lines change in steps instead: with $\sigma=15$ meV the separation is still 300 meV at 300 K and is 400 meV at 600 K, above $2S\hbar\omega$, so the upper bound found for the strongest lines holds only at zero temperature. A peak separation that grows with temperature therefore does not by itself show that the coupling has changed.

Dividing these separations by $2\hbar\omega=100$ meV, as the belief prescribes, returns $S=3.39$ from the merged band at 0 K and $S=3.0$ from the resolved lines, about 11% and 22% below the true 3.83.

For $\Delta Q=0.3$ amu$^{1/2}$Å, $S=50\times0.09/(2\times4.1802)=0.5383$. The means differ by 53.8 meV (434 cm$^{-1}$). The strongest lines both sit at 2000 meV, with $P_0=0.5838$, so the belief would return $S=0$ although $1-0.5838$, about 42% of the weight, lies in the sideband. At $\sigma=15$ meV the maxima differ by only 0.21 meV. At $\sigma=40$ meV they differ by 30.4 meV (245 cm$^{-1}$), far from zero and from $(2S-1)\hbar\omega=3.8$ meV, a limit that requires merged lines with $s^2\ll S$ and hence a large $S$. At this small $S$, narrowing the lines resolves them and takes the separation to zero instead. The formula with the actual $\kappa_2$ gives 31.0 meV. At 1000 K and the same width the located gap is 40.5 meV and the formula gives 43.3 meV, so the true deficit of 13.3 meV is underestimated by about one fifth, even though $\kappa_2=2.55$ is larger than the 1.18 of the 0 K case. The scaling argument fixes only the order $1/\kappa_2$ of the relative error and not its coefficient; at such small $\kappa_2$ the band should be computed from $G$ and its maximum located directly.

## Raw spectra and the limits of the model

For a constant refractive index, the absorption cross-section is the lineshape times $E$, since the squared electric field per photon is proportional to $E$. The emitted photon rate per unit energy is the lineshape times $E^3$, the further $E^2$ being the density of photon modes. Let a band have mean $m$, variance $v$ and central moments $\mu_3,\mu_4$, and write $E=m+y$. A weight $E$ moves the mean by $\langle y(m+y)\rangle/\langle m+y\rangle=v/m$ exactly. A weight $E^3$ moves it by

$$\frac{\langle y(m+y)^3\rangle}{\langle(m+y)^3\rangle}=\frac{3m^2v+3m\mu_3+\mu_4}{m^3+3mv+\mu_3}\approx\frac{3v}{m},$$

for a band narrow compared with $m$. For unbroadened lines at $T=0$, $v=S(\hbar\omega)^2$. In the first example absorption moves up by $3.8276\times50^2/2191.38=4.37$ meV. Emission moves up by 15.35 meV, about 3% below the estimate $3\times3.8276\times50^2/1808.62=15.87$ meV; the term $3\mu_3/m^2$, with $\mu_3=-S(\hbar\omega)^3$ on the energy axis of emission, lowers the estimate by the fraction $\hbar\omega/m=50/1809$, which is most of that. Both means rise, emission more, and the gap becomes $382.76+4.37-15.35=371.78$ meV. The strongest raw lines remain $n=3$ in this example. Even the first-moment rule needs the factors $E$ and $E^3$ divided out first.

The identity $\langle E\rangle=\langle V\rangle$ used only closure and the Condon approximation, so it holds for any pair of potentials. The value $2S\hbar\omega$ needs in addition that $V$ be linear in $q$ and that $\langle q\rangle$ stay at the minimum. Unequal frequencies add a $q^2$ term to $V$, whose average includes zero-point motion and grows in magnitude with temperature; anharmonic wells make $V$ nonlinear in general and, when asymmetric about their minima, usually shift $\langle q\rangle$. Mirror symmetry survives only if the reflection still exchanges the two wells, which unequal frequencies always prevent and anharmonicity prevents unless one well is the mirror image of the other. For several independent displaced harmonic modes the transforms multiply and the cumulants in energy add, so the means differ by $2\sum_jS_j\hbar\omega_j$, and the same leading-order step puts merged maxima closer by $\sum_jS_j(\hbar\omega_j)^3\big/\big[\sum_jS_j(2\bar n_j+1)(\hbar\omega_j)^2+\sigma^2\big]$; this extension is not covered by the numerical check. It also limits the meaning of $\sigma$. If the width comes from soft modes or a solvent that relax before emission, with $\hbar\omega_j\ll k_BT$ and so $2\bar n_j+1\approx2k_BT/\hbar\omega_j$, then their variance is $\sigma^2\approx2k_BT\sum_jS_j\hbar\omega_j$, and they add $\sigma^2/k_BT$ to the difference of the means. That is 62 meV for $\sigma=40$ meV at 300 K, and it has to be counted alongside the $2S\hbar\omega$ of the mode that was computed. For equal harmonic wells the computed $2S\hbar\omega$ is therefore to be compared with the difference between the first moments of the corrected bands; for other wells the difference between the two thermal averages of $V$ takes its place. Where only maxima are available, the lineshape has to be built at the temperature and width of the measurement.

## Calculated quantities

```
E0 = 2000 meV, hw = 50 meV, hbar^2/(amu A^2) = 4.1802 meV
oscillator length = 0.2891 amu^1/2 A
scan S=0.05..5.95: mean of 2S - (strongest-line gap)/hw = 1.0000
S=3 tie: P2 = 0.2240, P3 = 0.2240
--- dQ = 0.8 amu^1/2 A: S = 3.8276, d = 2.7668, S hw = 191.38 meV
 P0..P6: 0.0218 0.0833 0.1594 0.2034 0.1946 0.1490 0.0950
 T=0 K: nb=0.0000, means 2191.38 and 1808.62 meV, gap 382.76 meV
 T=300 K: nb=0.1690, means 2191.38 and 1808.62 meV, gap 382.76 meV
 T=1000 K: nb=1.2715, means 2191.38 and 1808.62 meV, gap 382.76 meV
 strongest lines 2150.0 and 1850.0 meV, gap 300.0 meV
 2S hw = 382.8 meV, (2S-1) hw = 332.8 meV
 sigma=15 meV: s=0.30, recurrence 1.69e-01, local maxima 18
 sigma=40 meV: s=0.80, recurrence 3.26e-06, local maxima 1
 sigma=15 meV: maxima gap 300.072 meV, pull 0.0359 meV, formula 0.0335 meV
 T=0 K sigma=40 meV: k2=4.468, maxima gap 338.9 meV, formula 339.9 meV
 T=0 K sigma=200 meV: k2=19.828, maxima gap 373.2 meV, formula 373.1 meV
 T=300 K sigma=40 meV: k2=5.761, maxima gap 347.9 meV, formula 349.5 meV
 T=1000 K sigma=40 meV: k2=14.202, maxima gap 368.8 meV, formula 369.3 meV
 in cm^-1: means 3087, strongest lines 2420, maxima (40 meV, 0 K) 2733
 photon factors: abs mean +4.37 meV, em mean +15.35 meV (formula 15.87 meV)
 raw mean gap 371.78 meV; raw strongest n: 3 and 3
--- dQ = 0.3 amu^1/2 A: S = 0.5383, d = 1.0376, S hw = 26.91 meV
 P0..P6: 0.5838 0.3142 0.0846 0.0152 0.0020 0.0002 0.0000
 T=0 K: nb=0.0000, means 2026.91 and 1973.09 meV, gap 53.83 meV
 T=300 K: nb=0.1690, means 2026.91 and 1973.09 meV, gap 53.83 meV
 T=1000 K: nb=1.2715, means 2026.91 and 1973.09 meV, gap 53.83 meV
 strongest lines 2000.0 and 2000.0 meV, gap 0.0 meV
 2S hw = 53.8 meV, (2S-1) hw = 3.8 meV
 sigma=15 meV: s=0.30, recurrence 1.69e-01, local maxima 6
 sigma=40 meV: s=0.80, recurrence 3.26e-06, local maxima 1
 sigma=15 meV: maxima gap 0.213 meV, pull 0.1063 meV, formula 0.1040 meV
 T=0 K sigma=40 meV: k2=1.178, maxima gap 30.4 meV, formula 31.0 meV
 T=0 K sigma=200 meV: k2=16.538, maxima gap 52.2 meV, formula 52.2 meV
 T=300 K sigma=40 meV: k2=1.360, maxima gap 32.0 meV, formula 34.0 meV
 T=1000 K sigma=40 meV: k2=2.547, maxima gap 40.5 meV, formula 43.3 meV
 in cm^-1: means 434, strongest lines 0, maxima (40 meV, 0 K) 245
 photon factors: abs mean +0.66 meV, em mean +1.99 meV (formula 2.05 meV)
 raw mean gap 52.50 meV; raw strongest n: 0 and 0
--- S = 20
 T=0 K sigma=40 meV: k2=20.640, maxima gap 1951.4 meV, formula 1951.6 meV
 maxima gap/hw = 39.027; 2S-1 = 39, 2S = 40
```
